# Coupled Phonon-Plasmon Modes and Their Avoided Crossing in a Polar Semiconductor

## The situation

An electron moving at low field through a polar semiconductor scatters from the electric field of longitudinal optical vibrations. Doping adds other electrons, which respond to that field. At low density their combined response changes the lattice field only slightly. At high density they can screen it. In between, the electron gas has its own longitudinal oscillation, the plasmon, at a frequency near that of the phonon. Each motion then drives the other, and neither is a normal mode by itself. We need the frequencies of the true modes, and the carrier density at which they come closest.

Take an isotropic crystal with one optical phonon branch. Its transverse frequency is $\omega_T$ and its longitudinal frequency without carriers is $\omega_L>\omega_T$. The bound electrons respond instantly, through a constant $\epsilon_\infty$. There are $n$ free electrons per volume, of charge $-e$ and isotropic mass $m$. The wavelength is long enough that all electrons in a small region share one displacement, and damping is at first omitted. The units are SI, and fields vary as $e^{-i\omega t}$. The density $n$ counts free electrons, which need not equal the number of donors.

## First derivation: the zero of the dielectric function

Let $x$ be the relative displacement of the positive and negative ions in a pair. There are $N$ pairs per volume, with reduced mass $M$ and effective charge $Ze>0$. Let $u$ be the displacement of the free electrons. In the macroscopic field $E$,

$$M\ddot x=-M\omega_T^2x+ZeE,\qquad m\ddot u=-eE. \tag{1}$$

Local-field corrections are contained in the values of $\omega_T$ and $Z$. A transverse vibration of wavelength short compared with light of the same frequency carries negligible $E$, which is why the restoring frequency in (1) is $\omega_T$.

Each time derivative gives a factor $-i\omega$, so $\ddot x=-\omega^2x$ and

$$x=\frac{ZeE}{M(\omega_T^2-\omega^2)},\qquad u=\frac{eE}{m\omega^2}.$$

The polarization is $P=\epsilon_0(\epsilon_\infty-1)E+NZex-neu$. The last sign is negative because the electrons are. From $D=\epsilon_0E+P=\epsilon_0\epsilon E$,

$$\epsilon(\omega)=\epsilon_\infty+\frac{NZ^2e^2}{\epsilon_0M(\omega_T^2-\omega^2)}-\frac{ne^2}{\epsilon_0m\omega^2}. \tag{2}$$

In a longitudinal wave $D$ is parallel to the wavevector $\mathbf q$. Without external charge, Gauss's law gives $i\mathbf q\cdot\mathbf D=0$, hence $D=0$. Since $D=\epsilon_0\epsilon E$, a nonzero field requires $\epsilon(\omega)=0$.

Apply this first at $n=0$, where the zero defines $\omega_L$:

$$\epsilon_\infty=\frac{NZ^2e^2}{\epsilon_0M(\omega_L^2-\omega_T^2)}
\;\Rightarrow\;
\frac{NZ^2e^2}{\epsilon_0\epsilon_\infty M}=\omega_L^2-\omega_T^2\equiv\Delta^2. \tag{3}$$

The longitudinal vibration is stiffer because its polarization creates a field that opposes the displacement. Setting $\omega=0$ in the lattice part of (2) gives the static constant $\epsilon_s=\epsilon_\infty(1+\Delta^2/\omega_T^2)=\epsilon_\infty\omega_L^2/\omega_T^2$.

Define the plasma frequency screened by the bound electrons,

$$\omega_p^2=\frac{ne^2}{\epsilon_0\epsilon_\infty m}. \tag{4}$$

Because $1+\Delta^2/(\omega_T^2-\omega^2)=(\omega_L^2-\omega^2)/(\omega_T^2-\omega^2)$, equation (2) becomes

$$\frac{\epsilon(\omega)}{\epsilon_\infty}=\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}-\frac{\omega_p^2}{\omega^2}. \tag{5}$$

Set this to zero and multiply by $\omega^2(\omega_T^2-\omega^2)$:

$$\omega^2(\omega_L^2-\omega^2)-\omega_p^2(\omega_T^2-\omega^2)=0.$$

Expanding and changing the overall sign, with $y=\omega^2$,

$$F(y)=y^2-(\omega_L^2+\omega_p^2)y+\omega_p^2\omega_T^2=0. \tag{6}$$

The multiplication added no false root for $n>0$: the multiplier vanishes at $y=0$ and $y=\omega_T^2$, where $F$ does not vanish, as shown below. The solutions are

$$\omega_\pm^2=\tfrac12\left[\omega_L^2+\omega_p^2\pm R\right],\quad R=\sqrt{(\omega_L^2+\omega_p^2)^2-4\omega_p^2\omega_T^2}. \tag{7}$$

The radicand equals $(\omega_L^2-\omega_p^2)^2+4\omega_p^2\Delta^2$, which is positive. Both roots are therefore real and distinct. Their sum and product are positive, so both are positive.

### Where the branches lie

Direct substitution gives

$$F(0)=\omega_p^2\omega_T^2,\quad F(\omega_T^2)=-\omega_T^2\Delta^2,\quad F(\omega_L^2)=-\omega_p^2\Delta^2.$$

An upward parabola is negative only between its roots, so $\omega_-<\omega_T<\omega_L<\omega_+$ at every nonzero density. No undamped long-wavelength mode lies between $\omega_T$ and $\omega_L$; strong damping or a finite wavevector can move one there.

To see how the branches move, differentiate (6) with respect to $\omega_p^2$:

$$\frac{dy}{d(\omega_p^2)}=\frac{y-\omega_T^2}{2y-\omega_L^2-\omega_p^2}.$$

The denominator is $+R$ on the upper branch and $-R$ on the lower. The numerator has the same sign as the denominator in each case, so both frequencies rise with density.

The limits follow from the sum $\omega_+^2+\omega_-^2=\omega_L^2+\omega_p^2$ and the product $\omega_+\omega_-=\omega_p\omega_T$. At low density $\omega_+\to\omega_L$, and to leading order

$$\omega_-\simeq\omega_p\frac{\omega_T}{\omega_L},\qquad \omega_+^2\simeq\omega_L^2+\omega_p^2\left(1-\frac{\omega_T^2}{\omega_L^2}\right).$$

Since $\omega_T^2/\omega_L^2=\epsilon_\infty/\epsilon_s$, the lower mode is a plasmon screened by $\epsilon_s$: the ions follow its slow field. At high density $\omega_+^2$ grows as $\omega_p^2$, so the product gives $\omega_-\to\omega_T$, and the sum gives $\omega_+^2\to\omega_p^2+\Delta^2$. The electrons now cancel the field of the slow lattice vibration, which removes its extra longitudinal stiffness.

### The closest approach

Use the sum and product again:

$$(\omega_+-\omega_-)^2=\omega_L^2+\omega_p^2-2\omega_p\omega_T=(\omega_p-\omega_T)^2+\Delta^2. \tag{8}$$

The separation is least at $\omega_p=\omega_T$, where it is

$$(\omega_+-\omega_-)_{\min}=\sqrt{\omega_L^2-\omega_T^2}. \tag{9}$$

The electron mass affects the density at which this occurs, but not the size of the gap. Replacing the minus sign in (8) by a plus gives $(\omega_++\omega_-)^2=(\omega_p+\omega_T)^2+\Delta^2$, so each frequency is half the sum or difference of two square roots.

The location of the minimum depends on what is being compared. For squared frequencies the separation is $R$, and

$$\frac{dR^2}{d(\omega_p^2)}=2(\omega_L^2+\omega_p^2)-4\omega_T^2=0$$

gives $\omega_p^2=2\omega_T^2-\omega_L^2$. This is a minimum at positive density if $\omega_L^2<2\omega_T^2$.

## Second derivation: two coupled oscillators

The same modes can be found without forming $\epsilon(\omega)$. Since $D=0$, the field is fixed at each instant by the displacements:

$$\epsilon_0\epsilon_\infty E+NZex-neu=0\;\Rightarrow\;E=-\frac{NZex-neu}{\epsilon_0\epsilon_\infty}.$$

Insert this in (1):

$$\ddot x=-\left(\omega_T^2+\frac{NZ^2e^2}{\epsilon_0\epsilon_\infty M}\right)x+\frac{nZe^2}{\epsilon_0\epsilon_\infty M}u,$$

$$\ddot u=\frac{NZe^2}{\epsilon_0\epsilon_\infty m}x-\frac{ne^2}{\epsilon_0\epsilon_\infty m}u.$$

With $u=0$ the first line is a vibration at the longitudinal frequency, so its bracket is $\omega_L^2$. This gives (3) again, now as a stiffness. With $x=0$ the second line is a plasma oscillation at $\omega_p$.

The cross terms become equal when each coordinate is weighted by the root of its mass density: $X=\sqrt{NM}\,x$ and $U=\sqrt{nm}\,u$. Then

$$\ddot X=-\omega_L^2X+gU,\qquad \ddot U=gX-\omega_p^2U, \tag{10}$$

$$g=\frac{\sqrt{Nn}\,Ze^2}{\epsilon_0\epsilon_\infty\sqrt{Mm}}=\omega_p\Delta,$$

where the last form is the product of the square roots of (3) and (4). For oscillation at $\omega^2=y$, a nonzero solution requires

$$(\omega_L^2-y)(\omega_p^2-y)=\omega_p^2\Delta^2. \tag{11}$$

The constant term is $\omega_p^2(\omega_L^2-\Delta^2)=\omega_p^2\omega_T^2$, so (11) is (6), and the frequencies (7) follow.

This route also gives the composition of the modes. The second equation of (10) yields $U=-gX/(y-\omega_p^2)$. Squaring and using (11) for $g^2$,

$$\frac{U^2}{X^2}=\frac{y-\omega_L^2}{y-\omega_p^2}.$$

The ion share of the kinetic energy in the upper mode is therefore

$$S=\frac{X^2}{X^2+U^2}=\frac{\omega_+^2-\omega_p^2}{2\omega_+^2-\omega_L^2-\omega_p^2}=\frac{\omega_+^2-\omega_p^2}{\omega_+^2-\omega_-^2}. \tag{12}$$

The lower mode has the ion share $1-S$, because the two eigenvectors are orthogonal. Setting $S=\tfrac12$ in the middle form gives $\omega_p=\omega_L$.

Equation (11) makes $y-\omega_L^2$ and $y-\omega_p^2$ equal in sign. Both are positive for the upper mode, so $X$ and $U$ are opposite. Ions and electrons carry opposite charges, hence their polarizations add and the restoring field is strengthened. In the lower mode the displacements have the same sign and the polarizations partly cancel.

Equal mixing does not coincide with the least gap. In terms of the coupling, $R^2=(\omega_L^2-\omega_p^2)^2+4g^2$. If $g$ were fixed, $R$ would be least where the bare frequencies meet, at $\omega_p=\omega_L$. Because $g=\omega_p\Delta$ grows with density, the minimum of $R$ lies at a lower density. The gap in frequency is $R/(\omega_++\omega_-)$. Its denominator also grows with density, which moves the minimum part of the way back up, to $\omega_p=\omega_T$.

## An example: n-type CdTe at 300 K

CdTe is polar and has a nearly isotropic conduction band. Rough typical parameters are $\hbar\omega_T=17.5$ meV, $\hbar\omega_L=21.0$ meV, $\epsilon_\infty=7.1$ and $m=0.10\,m_e$. They give $\epsilon_s=7.1(21.0/17.5)^2=10.2$. The least gap is

$$\hbar\Delta=\sqrt{21.0^2-17.5^2}=11.6\ \text{meV},$$

or 94 cm$^{-1}$. At $10^{17}$ cm$^{-3}$ the plasma energy is 13.94 meV, and it varies as $\sqrt n$. The least gap therefore occurs at

$$n_T=10^{17}\left(\frac{17.5}{13.94}\right)^2=1.58\times10^{17}\ \text{cm}^{-3}.$$

A numerical minimization over the zeros of (2) gives the same gap and density. At $n_T$ the two square roots are $\sqrt{35.0^2+11.61^2}=36.87$ meV and 11.61 meV, so the modes lie at $(36.87\pm11.61)/2$, or 24.2 and 12.6 meV. The upper mode is still 66% phonon.

Equal mixing comes at $2.27\times10^{17}$ cm$^{-3}$, where the gap is 12.1 meV. The squared frequencies are closest at $0.88\times10^{17}$ cm$^{-3}$. These densities span a factor of 2.6, so a quoted crossing density needs its criterion.

At $10^{16}$ cm$^{-3}$ the undamped modes are at 3.6 and 21.1 meV, and the upper is 99% phonon. With collisions at a mobility of 1000 cm$^2$/Vs, the lower one is overdamped and does not oscillate. At $2\times10^{18}$ cm$^{-3}$, with the mass kept at $0.10\,m_e$, the undamped modes are at 17.2 and 63.5 meV, and the upper is 4% phonon. The phonon character has passed from the upper branch to the lower.

## What each derivation assumes

Both derivations use the forces in (1), the condition $D=0$, one phonon branch and a constant $\epsilon_\infty$. Their agreement checks the algebra, not these assumptions. They differ in what else they need. The first needs a linear response function; its carrier term may be replaced by a more complete one. The second needs a single coordinate for each motion and, for orthogonal modes, either no dissipation or equal damping rates. In return it gives amplitudes and phases. Collisions and thermal motion show the difference.

### Collisions

Add $-m\gamma\dot u$ and $-M\Gamma\dot x$ to the forces in (1). The replacements are $\omega^2\to\omega(\omega+i\gamma)$ in the carrier term and $\omega^2\to\omega(\omega+i\Gamma)$ in the lattice term. In the oscillator form, a mode with normalized vector $v$ obeys $(K-\omega^2-i\omega G)v=0$, where $K$ is the stiffness matrix of (10) and $G=\mathrm{diag}(\Gamma,\gamma)$. For weak damping put $\omega=\omega_0+\delta$ and project on the undamped $v$. To first order $-2\omega_0\delta-i\omega_0v^TGv=0$, so the full width of the upper mode is

$$-2\,\mathrm{Im}\,\delta=S\Gamma+(1-S)\gamma.$$

For stronger damping return to the zero of $\epsilon$. With $\Gamma=0$ and $\omega=is$, it becomes

$$s^4+\gamma s^3+(\omega_L^2+\omega_p^2)s^2+\gamma\omega_L^2s+\omega_p^2\omega_T^2=0.$$

The two oscillating modes coalesce when this is a perfect square, $(s^2+as+b)^2$. The cubic term gives $a=\gamma/2$, and the linear term, $2ab=\gamma\omega_L^2$, gives $b=\omega_L^2$. The constant, $b^2=\omega_p^2\omega_T^2$, gives $\omega_p=\omega_L^2/\omega_T$. The quadratic term then gives $a^2=\omega_p^2-\omega_L^2$, or

$$\gamma_c=2\frac{\omega_L}{\omega_T}\sqrt{\omega_L^2-\omega_T^2}. \tag{13}$$

The merged modes oscillate if $a^2<4b$, which means $\omega_L^2<5\omega_T^2$.

For the example $\hbar\gamma_c=2(1.2)(11.61)=27.9$ meV. Through $\gamma=e/(m\mu)$ this is a mobility $\mu$ of 416 cm$^2$/Vs. With $\gamma$ 3% below $\gamma_c$, the root that starts at $\omega_L$ and is followed to high density becomes the plasmon. With $\gamma$ 3% above, it ends at 17.5 meV, the transverse phonon: the real parts now cross instead of avoiding each other. This threshold is for $\Gamma=0$; with a phonon width of 1 meV the real parts still avoid each other by 2.6 meV at 3% above $\gamma_c$, and cross at 10% above.

Take a phonon width of 1 meV and hold the mobility fixed as density varies. At 1000 cm$^2$/Vs the carrier width is 11.6 meV, and the least separation of the real parts is 11.0 meV, 5.5% below the undamped gap. At 500 cm$^2$/Vs it is 7.6 meV, 35% below, but this minimum lies away from $n_T$, where the separation is 12.3 meV, wider than the undamped gap. In the latter case the lower mode at $n_T$ has energy 9.7 meV and width 20 meV, so it is hardly an oscillation. The upper width there is 4.5 meV, whereas the weak-damping formula would give $0.657(1)+0.343(23.15)=8.6$ meV. That formula has failed.

### Thermal motion

Electrons with velocity $v$ along $\mathbf q$ feel the frequency $\omega-qv$. Their displacement is $eE/[m(\omega-qv)^2]$, so the carrier term in (5) becomes

$$-\omega_p^2\left\langle\frac{1}{(\omega-qv)^2}\right\rangle=-\frac{\omega_p^2}{\omega^2}\left(1+\frac{3q^2\langle v^2\rangle}{\omega^2}+\dots\right). \tag{14}$$

The linear term vanishes for a symmetric velocity distribution. The average is defined for $\mathrm{Im}\,\omega>0$ and continued analytically to damped modes. Electrons slightly slower than the wave gain energy from it on average, and slightly faster ones lose energy to it. In a thermal distribution the slower ones are more numerous, so the wave loses energy, which is Landau damping. There is no longer one coordinate $u$, so the two-oscillator derivation does not apply, while the condition $\epsilon=0$ remains.

Light of vacuum wavelength $\lambda=1064$ nm, scattered straight back in a medium of refractive index $\sqrt{\epsilon_\infty}$, transfers $q=4\pi\sqrt{\epsilon_\infty}/\lambda=0.0315$ nm$^{-1}$. At $n_T$, without collisions and with classical carriers, the lower mode rises from 12.6 to 14.4 meV, or 14%, and acquires a Landau width of 0.7 meV. The upper rises by 2%, with negligible width. The index of CdTe at this wavelength is nearer 2.8 than $\sqrt{\epsilon_\infty}=2.66$; this raises $q$ by 6% and puts the lower mode at 14.6 meV with a width of 1.0 meV. Equation (14) also treats the carriers as independent in a mean field. At $n_T$ a sphere of one screening length holds less than one electron, so these shifts and widths are estimates.

Scattering of thermal carriers by quanta near $\hbar\omega_L$ mostly involves larger $q$. An electron of the mean thermal energy, 40 meV, must take up at least 0.076 nm$^{-1}$ to absorb $\hbar\omega_L$. The screening wavevector $\omega_p/\sqrt{k_BT/m}$ at $n_T$ is 0.125 nm$^{-1}$. At $\omega=\omega_T$ the correction in (14) is then $3(0.076/0.125)^2\approx1.1$, no longer small. The long-wavelength frequencies (7) should not be inserted unchanged into a scattering rate here; the response at each $q$ is needed.

### The model beside real material

For other polar semiconductors the density scale follows $n_T\propto\epsilon_\infty m\omega_T^2$, so stiffer lattices and heavier electrons move the crossing upward; an anisotropic crystal needs a separate calculation for each direction. In CdTe at 300 K, with a density near $n_T$ and at the wavevector of the light above, neither collisions nor thermal motion can be neglected. A mobility of 1000 cm$^2$/Vs is a rough value for fairly clean material at room temperature, and impurities lower it, so the 5.5% and 35% reductions of the least gap over density, reached away from $n_T$, show the scale of the collisional effect, provided the collision rate at the mode frequencies is close to the one that sets the low-field mobility. Thermal motion alone, at the wavevector of the light above, narrows the separation at $n_T$ to 10.3 meV, 11% below (9). Up to about twice this wavevector both modes rise and broaden further, while their separation stays near 10 meV.

Other corrections concern the carriers themselves. A two-band estimate of nonparabolicity, with a band gap of 1.5 eV, raises the mass by 7 to 9% near $n_T$, depending on the form taken for the nonparabolicity constant, and with it the density of least gap, leaving (9) unchanged. Fermi statistics raise the mean energy by 3.5% over the classical value. The polar coupling constant for these parameters is about 0.35, so the polaron mass of a slow electron exceeds the band mass by about 6%, and the choice between them shifts $n_T$ by as much. A rough criterion puts the merging of donor states into a metallic band near $10^{17}$ cm$^{-3}$. Below that the donors are separate levels, but a hydrogen-like estimate binds their electrons by only 13 meV, half of $k_BT$, so most are free at 300 K. Acceptors, which capture electrons, can still make the free density less than the donor density. Breakdown and tunnelling do not enter this linear response at vanishing field. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
CdTe, rough typical parameters
hbar wT = 17.5 meV, hbar wL = 21.0 meV
eps_inf = 7.1, mass = 0.10 m_e, T = 300 K
cubic edge = 0.648 nm, reduced ion mass = 59.8 u
implied ion charge Z = 2.27 e
static dielectric constant = 10.22
plasma energy at 1e17 cm^-3 = 13.94 meV
least gap = 11.61 meV = 93.6 cm^-1
least gap found numerically = 11.61 meV
density of least gap (wp=wT) = 1.577e+17 cm^-3
density found numerically = 1.577e+17 cm^-3
density of equal mixing (wp=wL) = 2.271e+17 cm^-3
gap at equal mixing = 12.12 meV
density of least gap in squares = 8.831e+16 cm^-3
n (cm^-3), wp, lower, upper (meV), phonon share of upper
1.000e+16   4.41   3.65  21.15 0.986
5.000e+16   9.85   7.91  21.81 0.916
1.577e+17  17.50  12.63  24.24 0.657
2.271e+17  21.00  14.04  26.17 0.500
5.000e+17  31.16  16.05  33.98 0.205
2.000e+18  62.32  17.18  63.48 0.039
phonon width used = 1.0 meV
mobility 1000 cm2/Vs: carrier width = 11.58 meV
  at wp=wT lower: 12.28 meV, full width 8.51 meV
  at wp=wT upper: 23.48 meV, full width 4.07 meV
  least real-part gap over density = 10.97 meV
mobility 500 cm2/Vs: carrier width = 23.15 meV
  at wp=wT lower: 9.71 meV, full width 19.67 meV
  at wp=wT upper: 22.05 meV, full width 4.49 meV
  least real-part gap over density = 7.58 meV
critical carrier width (no phonon width) = 27.86 meV
critical mobility = 416 cm2/Vs
coalescence: wp = 25.20 meV, n = 3.270e+17 cm^-3
followed root ends at 199.9 meV (width 3% below critical)
followed root ends at 17.5 meV (width 3% above critical)
kT = 25.85 meV, chemical potential = -40.0 meV
mean carrier energy = 40.14 meV, classical = 38.78 meV
band gap used = 1.5 eV, mass rise = 8.2 %
rough donor metallization density = 9.9e+16 cm^-3
light: 1064 nm, backscattering q = 0.0315 nm^-1
  thermal lower: 14.40 meV, Landau width 0.749 meV
  thermal upper: 24.73 meV, Landau width 0.000 meV
screening wavevector at wp=wT = 0.125 nm^-1
least q to absorb hbar wL at mean energy = 0.076 nm^-1
```
